# Closed-form powers of the PAW overlap and the orthogonal PAW Hamiltonian

## The problem

Near a nucleus a valence orbital can have a cusp and, in heavier atoms, rapid oscillations that a uniform grid cannot resolve cheaply. The projector augmented-wave (PAW) method replaces it by a smooth orbital $\tilde\psi$ that agrees with the true one outside a sphere of radius $r_c$ around each nucleus. Inside the sphere the norm of $\tilde\psi$ differs from the true norm, so the smooth orbitals are orthonormal in a metric $S$, and the mean-field equation is a generalized eigenproblem,

$$\tilde H\tilde\psi=\varepsilon S\tilde\psi,\qquad \langle\tilde\psi_m|S|\tilde\psi_n\rangle=\delta_{mn}.$$

A method that expands a Fermi function or a propagator in powers of one Hermitian operator needs an ordinary eigenproblem instead. The operator $S^{-1/2}\tilde HS^{-1/2}$ supplies it, provided $S^{-1/2}$ can be applied without diagonalizing a matrix of the size of the grid. It can, because $S-1$ has low rank.

## Definitions

Hartree atomic units are used. One sphere carries $n$ all-electron partial waves $\phi_i$, smooth partial waves $\tilde\phi_i$ equal to $\phi_i$ for $r\ge r_c$, and projectors $p_i$ that vanish for $r\ge r_c$ and obey $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$. The symbol $p$ denotes the row of kets $(|p_1\rangle,\dots,|p_n\rangle)$, so $p^\dagger p$ is an $n\times n$ matrix and $pAp^\dagger=\sum_{ij}|p_i\rangle A_{ij}\langle p_j|$ is an operator. Then

$$S=1+pqp^\dagger,\qquad \tilde H=H_0+pDp^\dagger,\qquad H_0=T+\tilde v,$$

$$q_{ij}=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle,\qquad D_{ij}=\langle\phi_i|H|\phi_j\rangle-\langle\tilde\phi_i|H_0|\tilde\phi_j\rangle,$$

with $H=T+v$, a smooth potential $\tilde v=v$ outside the sphere, and integrals taken over the sphere. Both matrices are Hermitian. The Gram matrix $L=p^\dagger p$ is positive definite when the projectors are linearly independent, which is assumed until stated otherwise.

The reconstruction operator is $\mathcal T=1+\Delta p^\dagger$ with $\Delta=\phi-\tilde\phi$, and $S$ is not in general $\mathcal T^\dagger\mathcal T$. Inserting $\phi=\tilde\phi+\Delta$ gives $q=\Delta^\dagger\Delta+\Delta^\dagger\tilde\phi+\tilde\phi^\dagger\Delta$, while $\mathcal T^\dagger\mathcal T=1+\Delta p^\dagger+p\Delta^\dagger+p\Delta^\dagger\Delta p^\dagger$. Subtracting,

$$\mathcal T^\dagger\mathcal T-S=p\Delta^\dagger(1-\tilde\phi p^\dagger)+(1-p\tilde\phi^\dagger)\Delta p^\dagger .$$

Applied to $\tilde\phi$, the first term vanishes because $p^\dagger\tilde\phi=1$, and the second gives $(1-p\tilde\phi^\dagger)\Delta$. The two operators are therefore equal if and only if $\Delta^\dagger(1-\tilde\phi p^\dagger)=0$. What follows concerns $S$ as defined and does not use this condition.

## Why q alone is not enough

The square of the low-rank part is $(pqp^\dagger)^2=p\,qLq\,p^\dagger$. The projectors are dual to the $\tilde\phi_i$, not orthonormal among themselves, so $L\ne1$ stands between the factors of $q$. Diagonalizing $q=V\lambda V^\dagger$ writes $S-1$ as a sum over the vectors $pV$, whose Gram matrix $V^\dagger LV$ is still not the unit matrix, and the $\lambda_k$ are not eigenvalues of $S-1$. The matrix to diagonalize is $q$ expressed in an orthonormal basis of the projector space.

## Closed form of the power

Define $\xi=pL^{-1/2}$, with the positive square root. Then $\xi^\dagger\xi=L^{-1/2}LL^{-1/2}=1$, and $p=\xi L^{1/2}$ gives

$$S=1+\xi O\xi^\dagger,\qquad O=L^{1/2}qL^{1/2}.$$

$O$ is Hermitian, so $O=UoU^\dagger$ with $U$ unitary and $o=\mathrm{diag}(o_k)$ real. The vectors $\eta=\xi U$ are orthonormal, since $\eta^\dagger\eta=U^\dagger U=1$, and

$$S=1+\sum_ko_k|\eta_k\rangle\langle\eta_k| .$$

This is a spectral decomposition: $S\eta_k=(1+o_k)\eta_k$, and $Sw=w$ for every $w$ orthogonal to all $\eta_k$. A function of a Hermitian operator acts on each eigenspace as the function of the eigenvalue, so

$$f(S)=f(1)\Big(1-\sum_k|\eta_k\rangle\langle\eta_k|\Big)+\sum_kf(1+o_k)|\eta_k\rangle\langle\eta_k| .$$

For $f(x)=x^a$, $f(1)=1$ and

$$S^a=1+\sum_k\big[(1+o_k)^a-1\big]|\eta_k\rangle\langle\eta_k| .$$

For a positive integer $a$ this needs no condition, for a negative integer it needs $1+o_k\neq0$, and for general real $a$ it defines a Hermitian operator when all $1+o_k>0$. On a finite grid $\det S=\prod_k(1+o_k)$. For $|o_k|\ll1$ the bracket tends to $a\,o_k$ and $S^a\approx1+a\,pqp^\dagger$; for $q=0$, the norm-conserving case, every power is the identity. The $\eta_k$ are combinations of projectors and vanish outside the sphere, so $S^a$ leaves a function unchanged there.

## What the eigenvalues depend on

Since $qL=L^{-1/2}OL^{1/2}$ is similar to $O$, the $o_k$ are the eigenvalues of $qL$. A change of projector basis $p\to pC$, $q\to C^{-1}qC^{-\dagger}$ leaves $S$ unchanged and sends $qL\to C^{-1}qLC$, with the same eigenvalues; the eigenvalues of $q$ are in general changed by it when $C$ is not unitary. A Cholesky factor $L=RR^\dagger$ serves as well as the square root: $pR^{-\dagger}$ is orthonormal, and $R^\dagger qR$ is similar to $qRR^\dagger=qL$.

If the projectors are linearly dependent, write $L=V\ell V^\dagger$. A column $V_0$ with $\ell=0$ has $\|pV_0\|^2=0$, so $p=pV_+V_+^\dagger$ with $V_+$ the columns of nonzero $\ell$. Then $\xi=pV_+\ell_+^{-1/2}$ is orthonormal, $O=\ell_+^{1/2}V_+^\dagger qV_+\ell_+^{1/2}$, and the rest is unchanged.

For $a=-1$ no diagonalization is needed. With $W=(1+qL)^{-1}q$,

$$(1+pqp^\dagger)(1-pWp^\dagger)=1+p\,[\,q-W-qLW\,]\,p^\dagger=1,$$

because $(1+qL)W=q$. This is the Woodbury form of $S^{-1}$.

## When S is positive

Positivity is a property of the data set and has to be checked. From $1+O=L^{1/2}(L^{-1}+q)L^{1/2}$, a congruence that preserves the signs of eigenvalues,

$$S>0\iff L^{-1}+q>0 .$$

The same congruence between $O$ and $q$ shows that the number of negative $o_k$ equals the number of negative eigenvalues of $q$, so $q\ge0$ is sufficient. The orthogonal projector on the projector space is $P=pL^{-1}p^\dagger$, and duality gives $\tilde\phi^\dagger P\tilde\phi=L^{-1}$. Adding $q$, with integrals over the sphere,

$$(L^{-1}+q)_{ij}=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|(1-P)|\tilde\phi_j\rangle .$$

$S$ fails to be positive when some combination of smooth partial waves has at least as much norm outside the projector space as the matching all-electron combination has in the sphere.

As $o_k\to-1$, $S^{-1/2}\eta_k=(1+o_k)^{-1/2}\eta_k$ diverges. Moving $o_k$ away from $-1$ by hand removes the divergence and changes the problem. Varying $\tilde H\tilde\psi=\varepsilon S\tilde\psi$ at fixed $\tilde H$ gives $(\tilde H-\varepsilon S)\delta\tilde\psi=\delta\varepsilon\,S\tilde\psi+\varepsilon\,\delta S\,\tilde\psi$. Projection on $\tilde\psi$ annihilates the left side, and with $\delta S=\delta o\,|\eta_k\rangle\langle\eta_k|$ a nondegenerate level shifts, to first order, by

$$\delta\varepsilon=-\varepsilon\,\delta o\,|\langle\eta_k|\tilde\psi\rangle|^2 .$$

## The orthogonal Hamiltonian

Assume $S>0$ and write $X=S^{-1/2}=1+\eta\gamma\eta^\dagger$, with $\gamma_k=1/s_k-1$ and $s_k=(1+o_k)^{1/2}$. Set $\psi'=S^{1/2}\tilde\psi$, so $\tilde\psi=X\psi'$. Multiplying $\tilde HX\psi'=\varepsilon SX\psi'$ from the left by $X$ and using $XSX=1$,

$$H_O\psi'=\varepsilon\psi',\qquad H_O=S^{-1/2}\tilde HS^{-1/2},\qquad\langle\psi'_m|\psi'_n\rangle=\langle\tilde\psi_m|S|\tilde\psi_n\rangle=\delta_{mn}.$$

This is the orthogonal PAW Hamiltonian. It is Hermitian because $X$ and $\tilde H$ are, and since $X$ is invertible it has the spectrum of the generalized problem. The operator $S^{-1}\tilde H=XH_OX^{-1}$ shares that spectrum, but its adjoint is $\tilde HS^{-1}$, which differs from it unless $S$ and $\tilde H$ commute.

Factoring $zS-\tilde H=S^{1/2}(z-H_O)S^{1/2}$ and inverting,

$$(zS-\tilde H)^{-1}=X(z-H_O)^{-1}X .$$

For occupations $f(\varepsilon)$ the smooth density matrix is $\sum_nf(\varepsilon_n)|\tilde\psi_n\rangle\langle\tilde\psi_n|=Xf(H_O)X$. Its diagonal is the smooth density and its elements between projectors are the atomic occupation matrix, so in a self-consistent mean-field calculation $\tilde v$ and $D$ are updated as in ordinary PAW, from $X\psi'$ and not from $\psi'$. At fixed nuclei $S$ is constant in time, and $iS\,\partial_t\tilde\psi=\tilde H\tilde\psi$ multiplied by $X$ becomes $i\,\partial_t\psi'=H_O\psi'$; this step moves $S^{1/2}$ through $\partial_t$ and fails for moving nuclei.

Multiplying out,

$$H_O=\tilde H+\eta\gamma\eta^\dagger\tilde H+\tilde H\eta\gamma\eta^\dagger+\eta\gamma\,(\eta^\dagger\tilde H\eta)\,\gamma\eta^\dagger .$$

With $\tilde H=H_0+pDp^\dagger$ and $p$ in the span of the $\eta_k$, every term of $H_O-H_0$ maps into the span of the $2n$ vectors $\eta_k$ and $H_0\eta_k$, so its rank is at most $2n$. The diagonal element $\langle\eta_k|H_O|\eta_k\rangle=\langle\eta_k|\tilde H|\eta_k\rangle/(1+o_k)$ lies within the spectral range of $H_O$. If the numerator stays away from zero as $o_k\to-1$, this element diverges and the range grows without bound. A moderately small $1+o_k$ need not matter on a grid, where the kinetic energy already makes the range wide.

Outside the spheres $\psi'=\tilde\psi$. Inside, $\psi'-\tilde\psi=\sum_k(s_k-1)\eta_k\langle\eta_k|\tilde\psi\rangle$ is built from projectors, whereas the all-electron correction $\Delta p^\dagger\tilde\psi$ is built from the $\Delta_i$. The norm of $\psi'$ is the $S$-norm of $\tilde\psi$, which equals the norm of the reconstructed orbital $\mathcal T\tilde\psi$ when the expectation value of $\mathcal T^\dagger\mathcal T-S$ vanishes; $\psi'$ is not the all-electron orbital.

## Several atoms

With $q$ block-diagonal in the atoms, the construction can be done sphere by sphere. Collect all atomic $\eta_k$ in one row. $S=1+\eta o\eta^\dagger$ still holds, being a rewriting of each block, but the Gram matrix is now $\eta^\dagger\eta=G=1+E$, with $E$ nonzero only between different atoms. The atomwise candidate is $X_{\rm at}=1+\eta\gamma\eta^\dagger$. The product rule $(1+\eta A\eta^\dagger)(1+\eta B\eta^\dagger)=1+\eta(A+B+AGB)\eta^\dagger$, used twice, gives $X_{\rm at}SX_{\rm at}=1+\eta M\eta^\dagger$ with

$$M=2\gamma+o+\gamma Go+oG\gamma+\gamma G\gamma+\gamma GoG\gamma .$$

The terms free of $E$ sum to $(1+\gamma)^2(1+o)-1=0$. The terms linear in $E$ are $\gamma Eo+\gamma Eo\gamma+oE\gamma+\gamma oE\gamma+\gamma E\gamma$, whose $ij$ element is $E_{ij}K_{ij}$ with

$$K_{ij}=\gamma_i\,o_j(1+\gamma_j)+\gamma_j\,o_i(1+\gamma_i)+\gamma_i\gamma_j .$$

Now $o_j(1+\gamma_j)=(s_j^2-1)/s_j=-(1+s_j)(1-s_j)/s_j=-(1+s_j)\gamma_j$, so $K_{ij}=\gamma_i\gamma_j[-(1+s_j)-(1+s_i)+1]$. One quadratic term remains, and without approximation

$$M_{ij}=K_{ij}E_{ij}+(\gamma EoE\gamma)_{ij},\qquad K_{ij}=-\gamma_i\gamma_j(1+s_i+s_j).$$

For disjoint spheres $E=0$ and the atomwise form is exact. Otherwise the error is of first order in the overlap of channels with $\gamma\neq0$. Writing the linear part as $M_1=-(\gamma E\gamma+s\gamma E\gamma+\gamma E\gamma s)$ bounds its spectral norm by $\max\gamma_k^2\,(1+2\max s_k)\,\|E\|$. Orthonormalizing the projectors of all overlapping atoms together, with the full $L$, restores the closed form for the given $S$, since the derivation never used one centre. Whether that $S$ is a good metric for overlapping spheres is a separate question, which this algebra does not settle.

## A hydrogen data set

The example is the $l=0$ channel of hydrogen with a fixed point nucleus, $v=-1/r$, for radial functions $u=rR$. The reference levels $-1/(2n^2)$ leave out relativity, nuclear recoil and radiative corrections. The partial waves are the normalized 1s and 2s functions, $r_c=1.5$ bohr, each $\tilde\phi_i$ is an odd polynomial of degree 9 matched through the fourth derivative, and $\tilde v$ is an even polynomial of degree 6 matched through the third, with $\tilde v(0)=-1.4583$ Ha.

The functions $\chi_j=(\varepsilon_j-H_0)\tilde\phi_j$ vanish outside the sphere, where $\tilde\phi_j$ and $\tilde v$ coincide with $\phi_j$ and $v$. With $B=\tilde\phi^\dagger\chi$, the choice $p=\chi B^{-1}$ satisfies $\tilde\phi^\dagger p=1$; all quantities are real, so this is the duality condition. Because $H\phi_j=\varepsilon_j\phi_j$,

$$D_{ij}-\varepsilon_jq_{ij}=\varepsilon_j\langle\tilde\phi_i|\tilde\phi_j\rangle-\langle\tilde\phi_i|H_0|\tilde\phi_j\rangle=B_{ij},$$

and hence $(\tilde H-\varepsilon_jS)\tilde\phi_j=-\chi_j+\sum_ip_iB_{ij}=0$. $D$ is symmetric although $B$ is not: each kinetic integral over the sphere minus the one with $i$ and $j$ exchanged is the surface term $-\tfrac12(u_iu_j'-u_i'u_j)$ at $r_c$, the same for $\phi$ and $\tilde\phi$, and it cancels in the difference. Numerically $D_{12}=-0.056234-0.125\times0.0181115=-0.058498$ Ha and $D_{21}=-0.049442-0.5\times0.0181115=-0.058498$ Ha. The operators are represented on a sine grid of 999 points with spacing 0.05 bohr in a box of 50 bohr; the computed values quoted belong to this grid and are in the numerical output below or follow from it by the arithmetic shown, except where a converged value is given for comparison. Because $B$ is nearly singular and is summed on the grid, the last digits depend on the spacing: with exact integrals the larger eigenvalue of $L$ moves from $5292.77$ to $5292.95$, $o_2$ from $0.594570$ to $0.594577$, and the quantities derived from $o_2$, including the two-atom eigenvalues, move by up to about $10^{-5}$.

## The overlap eigenvalues

The eigenvalues of $q$ are $-1.6837\times10^{-5}$ and $5.7658\times10^{-2}$, and those of $L$ are $2.3411$ and $5292.77$. The eigenvalues of $O$ are $o_1=-0.020232$ and $o_2=0.594570$, ten times larger than those of $q$ in the positive channel and about 1200 times larger in the negative one. Their product must equal $\det q\det L=(-9.708\times10^{-7})(12391)=-0.01203$, and $-0.020232\times0.594570=-0.01203$. Their sum, $0.5743$, must equal $\mathrm{tr}\,qL=23.4826-53.7692+30.8607=0.5741$, where the last digit is limited by the rounding of $q$. One $o_k$ is negative because one eigenvalue of $q$ is.

The extreme eigenvalues of the full matrix $S$ are $0.979768$ and $1.594570$, equal to $1+o_k$, and their product is $\det S=1.56231$. Then $\gamma_1=1/0.989832-1=0.010272$ and $\gamma_2=1/1.262763-1=-0.208086$. The closed form was tested against diagonalization, inversion and multiplication of the full matrix for $a=-1,-\tfrac12,\tfrac13,\tfrac12,2$, with a largest elementwise deviation of $1.6\times10^{-15}$. The eigenvalues of $L^{-1}+q$, $2.60\times10^{-4}$ and $0.4847$, are positive. Replacing $q$ by $-tq$ turns $o_2$ into $-to_2$, so $S$ becomes singular at $t=1/0.594570=1.6819$; both sides of the positivity criterion were tested to change sign between 2% below and 2% above this value.

Diagonalizing $q$ alone gives $X_n=1+p[(1+q)^{-1/2}-1]p^\dagger=1-\tfrac12pqp^\dagger+\tfrac38pq^2p^\dagger-\dots$, which agrees with $X$ to first order in $q$. Its first two terms give $(1-o_2/2)^2(1+o_2)-1=-0.21$ on $\eta_2$. The next term is a positive operator and reduces the deficit; the computed $\|X_nSX_n-1\|$ is $0.18$.

## Levels and orbitals

The eigenvalues of $H_O$ agree with those of the generalized problem, solved separately, to $4.5\times10^{-13}$ Ha over a spectrum reaching $1969.9$ Ha. That top value is set by the grid, whose largest kinetic energy is $\tfrac12(999\pi/50)^2=1970.0$ Ha. The lowest levels are $-0.50000000$, $-0.12500000$ and $-0.05555555$ Ha, or $-13.60569$, $-3.40142$ and $-1.51174$ eV. The 1s and 2s levels are built into the data set, so their deviations from $-1/(2n^2)$, below $10^{-11}$ Ha, measure the discretization. The 3s level is a prediction and lies $9\times10^{-9}$ Ha above $-1/18$ Ha; this figure is not converged in the box size. About $7.7\times10^{-9}$ Ha of it is the wall at 50 bohr, which raises the all-electron 3s level by the same amount, and the grid contributes less than $10^{-10}$ Ha. In a box of 70 bohr or more $1.7\times10^{-9}$ Ha remains, the error of two partial waves.

With $X_n$ the 1s level is $-0.4838$ Ha, 3.2% of the binding energy too high. Ignoring $S$ gives $-0.5295$ Ha. Most of this follows from the norm: $\langle\tilde\psi|\tilde\psi\rangle=1-q_{11}=0.94874$, so the Rayleigh quotient of $\tilde H$ in $\tilde\psi$ is $-0.5/0.94874=-0.5270$ Ha, an upper bound on its lowest eigenvalue. The largest element of $S^{-1}\tilde H$ minus its transpose in the grid basis is $0.23$ Ha. $H_O-H_0$ has four eigenvalues of magnitude $1.81$ to $2.5\times10^{-3}$ Ha and a fifth of $6\times10^{-13}$ Ha, so the rank reaches $2n=4$.

For 1s the missing norm is restored channel by channel:

$$0.948738-0.020232\times0.294137+0.594570\times0.096225=1.000000,$$

and the weights in $\psi'$ are those in $\tilde\psi$ multiplied by $1+o_k$, as in $1.594570\times0.096225=0.15344$. The overlap of $\psi'$ with the all-electron 1s orbital is $0.99961$, and the radial functions differ by up to $0.040$ bohr$^{-1/2}$ inside the sphere, about 5.5% of the peak value $2/e$. Raising $o_1$ by $10^{-4}$ should shift the level by $0.5\times10^{-4}\times0.294137=1.4707\times10^{-5}$ Ha; the computed shift is $1.4706\times10^{-5}$ Ha. The operator $\mathcal T^\dagger\mathcal T-S$ has norm $0.10$, yet its expectation value in the 3s state, the reconstructed squared norm minus one, is $1.5\times10^{-7}$ on the grid. This is about a tenth below its continuum value, because the grid sum is inexact at the cusp: near the nucleus the squared 3s radial function is $f=\tfrac{4}{27}(r^2-2r^3+\dots)$, and the leading end correction of a sum with spacing $h=0.05$ bohr is $h^4f'''(0)/720=-h^4\times\tfrac{4}{27}/60=-1.5\times10^{-8}$. With exact integrals this expectation value is $2\langle\tilde\psi|p\Delta^\dagger(1-\tilde\phi p^\dagger)|\tilde\psi\rangle$, and it vanishes for a function that the $\tilde\phi_i$ represent inside the sphere.

## Two overlapping spheres

Two such atoms are placed a distance $d$ apart. The norms are spectral norms, and the error is relative to the identity.

| $d$ (bohr) | $\|E\|$ | $\|X_{\rm at}SX_{\rm at}-1\|$ | $\|M_1\|$ |
|---|---|---|---|
| 2.5 | $8.63\times10^{-4}$ | $1.486\times10^{-5}$ | $1.486\times10^{-5}$ |
| 2.0 | $4.82\times10^{-2}$ | $1.662\times10^{-4}$ | $1.660\times10^{-4}$ |
| 1.4 | $0.2425$ | $4.517\times10^{-3}$ | $4.503\times10^{-3}$ |

At $d=3.0$ bohr the spheres touch and the error is at rounding level, $8\times10^{-15}$. The global construction, tested on a random vector of the projector space, leaves a residual of about $2\times10^{-14}$ or less at all four distances.

The coefficients are $K_{22}=-0.208086^2\times3.5255=-0.1527$, $K_{12}=+0.0070$ and $K_{11}=-0.0003$. The bound $0.153\,\|E\|$ is far from reached: the ratio of error to $\|E\|$ is $0.017$, $0.0035$ and $0.019$. For $d=1.4$ bohr the global eigenvalues show why. They are those of $o(1+E)$, the matrix $qL$ in the basis of the atomic $\eta_k$, and degenerate first-order perturbation theory splits each doubly occurring $o_k$ into $o_k(1\pm E_{kk})$, with $E_{kk}$ the overlap of $\eta_k$ on one atom with $\eta_k$ on the other. The pair $-0.024559$, $-0.015665$ has half-splitting $0.00445$, so $|E_{11}|\approx0.00445/0.0202=0.22$. The pair $0.577161$, $0.611738$ has half-splitting $0.01729$, so $|E_{22}|\approx0.029$. The large overlap sits in the channel with small $\gamma$, and $|K_{22}E_{22}|\approx0.0044$ accounts for nearly all of $\|M_1\|=0.0045$. The cause of the dip of the ratio at $2.0$ bohr was not examined. The smallness of the atomwise error belongs to this data set: $K_{kk}=-\gamma_k^2(1+2s_k)$ grows as $1/(1+o_k)$ when $o_k\to-1$, so a channel near that limit amplifies its interatomic overlap.

## Computed values

```
rc = 1.5 bohr, h = 0.05 bohr, box = 50.0 bohr, N = 999 points
vt(0) = -1.458333 Ha
q11 q12 q22 = 0.0512615 0.0181115 0.0063801 (dimensionless)
D11 D12 D22 = -0.181711 -0.058498 -0.018588 Ha
B11 B12 B21 B22 = -0.156080 -0.056234 -0.049442 -0.017790 Ha
L11 L12 L22 = 458.095 -1484.393 4837.021 (dimensionless)
eigenvalues of L = 2.3411 5292.7748 (dimensionless)
eigenvalues of q = -1.6837e-05 5.7658e-02 (dimensionless)
o_k = -0.020232 0.594570 (dimensionless)
sqrt(1+o_k) = 0.989832 1.262763 (dimensionless)
gamma_k = 0.010272 -0.208086 (dimensionless)
max deviation closed form vs dense S^a = 1.6e-15 (dimensionless)
min and max eigenvalue of dense S = 0.979768 1.594570 (dimensionless)
det S = 1.562308 (dimensionless)
eigenvalues of L^-1 + q = 2.6012e-04 4.8471e-01 (dimensionless)
t at which 1 - t p q p^+ turns singular = 1.681889 (dimensionless)
||Xn S Xn - 1||, q diagonalized alone = 0.181740 (dimensionless)
max |eig(H_O) - generalized eig| = 4.5e-13 Ha
largest eigenvalue of H_O = 1969.9 Ha
H_O levels 1s 2s 3s = -0.50000000 -0.12500000 -0.05555555 Ha
H_O levels 1s 2s 3s = -13.60569 -3.40142 -1.51174 eV
levels minus -1/(2n^2) = -8.58e-12 -2.10e-12 9.36e-09 Ha
1s level, Ht with S ignored = -0.529466 Ha
1s level, Xn Ht Xn = -0.483770 Ha
max asymmetry of S^-1 Ht = 0.2325 Ha
five largest |eig(H_O - H0)| = 1.81e+00 3.11e-01 4.54e-02 2.48e-03 6.17e-13 Ha
1s <psit|psit>, 1 - q11 = 0.948738 0.948739 (dimensionless)
1s <eta_k|psit>^2 = 0.294137 0.096225 (dimensionless)
1s <eta_k|psi'>^2 = 0.288186 0.153437 (dimensionless)
1s <psi'|phi> = 0.999611 (dimensionless)
1s max |u' - u| inside rc = 0.040292 bohr^-1/2
3s reconstructed: norm^2 - 1, 1 - overlap = 1.47e-07 2.74e-08 (dimensionless)
||T^+T - S|| = 0.1035 (dimensionless)
altered eigenvalue o = -0.020232, delta o = 1e-04 (dimensionless)
1s shift: computed, first order = 1.4706e-05 1.4707e-05 Ha
d/bohr  ||E||  ||XSX-1|| atomwise  first order  global residual (dimensionless)
3.0  1.857e-13  8.442e-15  7.974e-15  5.7e-15
2.5  8.630e-04  1.486e-05  1.486e-05  2.2e-14
2.0  4.817e-02  1.662e-04  1.660e-04  2.3e-14
1.4  2.425e-01  4.517e-03  4.503e-03  2.1e-14
global o_k at d = 1.4 bohr = -0.024559 -0.015665 0.577161 0.611738 (dimensionless)
```
